# Velocity Overshoot after a Field Step from Momentum and Energy Balances

Electrons at rest in a channel are suddenly exposed to a field of 50 kV/cm. In the model below their drift velocity reaches $1.32\times10^7$ cm/s after 0.094 ps, then falls to $0.78\times10^7$ cm/s, although the field stays constant. Why do the electrons slow down while the force on them is unchanged?

## Two balances

Take a spatially uniform electron population in a parabolic band of mass $m$. Let $q>0$ be the charge magnitude, $F$ the size of the field, and $v$ the mean velocity along the force. Let $x$ be the mean kinetic energy per electron, drift motion included, above its equilibrium value. Initially $v=x=0$.

The force supplies momentum at the rate $qF$ per electron, and scattering removes it at the rate $\nu mv$. The force does work at the rate $qFv$, and the lattice takes up the excess energy in a time $\tau_w$. Hence

$$\frac{dv}{dt}=\frac{qF}{m}-\nu(x)v,\qquad \frac{dx}{dt}=qFv-\frac{x}{\tau_w}.$$

The relaxation terms are a closure: scattering is assumed to depend on the distribution through its mean energy alone. Let the momentum relaxation rate rise linearly with that energy:

$$\nu(x)=\frac{1}{\tau_p}\left(1+\frac{x}{W}\right),\qquad \mu_0=\frac{q\tau_p}{m}.$$

Here $\tau_p$ and $\mu_0$ are the low-field relaxation time and mobility. The energy $W$ follows from the saturation velocity $v_s$. In a steady state $x=qFv\tau_w$, and the momentum balance gives

$$v\left(1+\frac{qFv\tau_w}{W}\right)=\mu_0F.$$

At large $F$ the second term on the left dominates, so $v^2\to\mu_0W/(q\tau_w)$. Setting this limit equal to $v_s^2$ gives $W=q\tau_wv_s^2/\mu_0$.

The example uses $\mu_0=400$ cm²/Vs, $v_s=10^7$ cm/s, $m=0.26\,m_0$ (with $m_0$ the free-electron mass) and $\tau_w=0.3$ ps. Then $\tau_p=0.0591$ ps and

$$W=\frac{(0.3\times10^{-12})(10^7)^2}{400}\ \text{eV}=0.075\ \text{eV}.$$

## Two steps by hand

Each balance is linear in its own unknown when the other unknown is frozen. It can then be solved exactly: a quantity relaxing to a target approaches it exponentially. Use a step $h=0.02$ ps, divided into half a step for $x$, a full step for $v$, and half a step for $x$. Velocities below are in $10^7$ cm/s and energies in eV.

**First step.** With $v=0$ there is no work, so the first half step leaves $x=0$. The velocity target is $\mu_0F=2$, and

$$v=2\left(1-e^{-0.02/0.05913}\right)=0.574.$$

With this velocity frozen, the energy target is $qFv\tau_w=0.0861$. The second half step gives

$$x=0.0861\left(1-e^{-0.01/0.3}\right)=0.00282.$$

**Second step.** The energy first moves on towards the same target:

$$x_{\rm mid}=0.0861+(0.00282-0.0861)e^{-0.01/0.3}=0.00555.$$

Scattering is now stronger by the factor $1+0.00555/0.075=1.074$. The velocity target has dropped to $2/1.074=1.862$, and the approach to it is faster:

$$v=1.862+(0.574-1.862)e^{-1.074\times0.02/0.05913}=0.966.$$

The last half step gives $x=0.0101$.

These numbers contain the mechanism. The velocity is chasing a target that recedes as the electrons heat. At the velocity peak $dv/dt=0$, so the velocity equals its target at that instant. The accurately computed peak has $x=0.0388$ eV, and

$$v_{\rm peak}=\frac{2}{1+0.0388/0.075}=1.32.$$

In the steady state $x=0.1171$ eV, and the same expression gives $2/2.56=0.78$. The peak is high because the electrons there are still relatively cool.

## The algorithm in general

Given $v$, $x$ and a field $F$ that is constant during the step:

1. Set $x_{\rm mid}=qFv\tau_w+(x-qFv\tau_w)e^{-h/(2\tau_w)}$.
2. Set $g=1+x_{\rm mid}/W$ and $v_{\rm new}=\mu_0F/g+(v-\mu_0F/g)e^{-gh/\tau_p}$.
3. Set $x_{\rm new}=qFv_{\rm new}\tau_w+(x_{\rm mid}-qFv_{\rm new}\tau_w)e^{-h/(2\tau_w)}$.

If the field varies in time, use its value at the middle of the step.

The method is second order because the sequence is symmetric: a step $h$ followed by a step $-h$ restores the starting point. Write the step as the flow of an effective equation whose right-hand side is expanded in powers of $h$. Reversibility removes the odd powers, so the first deviation from the true equation is of order $h^2$. For steps of 0.005 and 0.0025 ps, the largest velocity errors during the first 2 ps, measured against an accurate adaptive solution, are $5.6\times10^{-4}$ and $1.4\times10^{-4}$ in units of $10^7$ cm/s. Halving the step divides the error by four.

Each update is a weighted mean of an old value and a target. Therefore $0\le v\le\mu_0F$ and $0\le x\le q\mu_0F^2\tau_w$ for every step length. In the steady state both values equal their targets, so the method leaves that state unchanged. Large steps are safe in this sense, but they do not resolve the transient. Accuracy requires $h$ to be short compared with $\tau_w$ and $\tau_p/g$; the latter falls to 0.023 ps in the steady state.

To find the peak, take the largest computed velocity $v_i$ and its neighbours. With $L=v_i-v_{i-1}$ and $R=v_i-v_{i+1}$, the parabola through the three points is

$$v_i+\frac{L-R}{2}z-\frac{L+R}{2}z^2,\qquad z=\frac{t-t_i}{h}.$$

Its derivative vanishes at $z=(L-R)/[2(L+R)]$, where its value is $v_i+(L-R)^2/[8(L+R)]$.

## When does the velocity overshoot?

Define $V=v/v_s$, $u=x/W$, $s=t/\tau_p$, $E=\mu_0F/v_s$ and $r=\tau_w/\tau_p$. Since $qF/m=\mu_0F/\tau_p$ and $qFv_s\tau_p/W=E/r$, the balances become

$$V'=E-(1+u)V,\qquad u'=\frac{EV-u}{r},$$

where a prime means $d/ds$. Stars denote steady values. Then $u_*=EV_*$ and $EV_*^2+V_*-E=0$, whose positive root is

$$V_*=\frac{\sqrt{1+4E^2}-1}{2E}.$$

Multiplying $V_*(1+u_*)=E$ by $E$ also gives $u_*(1+u_*)=E^2$. In the example $E=2$, $V_*=0.781$, $u_*=1.56$ and $r=5.07$.

A long energy relaxation time is not sufficient for overshoot. If scattering does not depend on energy, the first equation is $V'=E-V$, with solution $V=E(1-e^{-s})$. This rises monotonically for every $r$. The increase of scattering with energy is essential to the mechanism studied here.

With that increase included, the condition for overshoot from rest is

$$r>r_c=\frac{1}{\left(\sqrt{1+2u_*}+\sqrt{u_*}\right)^2}.$$

**Convergence.** The first step is to show that the motion settles. At $V=0$, $V'=E>0$; at $u=0$, $u'=EV/r\ge0$. Both variables therefore stay nonnegative. Then $V'\le E-V$ gives $V\le E$, and $u'\le(E^2-u)/r$ gives $u\le E^2$. The divergence of the flow, $-(1+u)-1/r$, is negative, which excludes closed orbits in the plane. The steady state is unique. The determinant of its linearized equations is $(1+2u_*)/r>0$, so it is not a saddle and, with negative trace, is stable. A bounded planar orbit must then converge to it.

**An equation for the approach.** Put $X=V_*-V$, $Y=u_*-u$, $a=1+u_*$ and $b=1/r$. Substitution, with $aV_*=E$ and $EV_*=u_*$, gives

$$X'=-aX-V_*Y+XY,\qquad Y'=b(EX-Y).$$

While $X>0$, the ratio $k=Y/X$ obeys

$$k'=\frac{Y'}{X}-k\frac{X'}{X}=Q(k)-kY,$$

$$Q(k)=V_*k^2-(b-a)k+bE.$$

It starts at $k(0)=u_*/V_*=E$. Also $Y'\ge-bY$, so $Y$ remains positive while $X>0$.

The discriminant of $Q$ is $(b-a)^2-4bu_*$. It vanishes at

$$b_\pm=1+3u_*\pm2\sqrt{u_*(1+2u_*)}=\left(\sqrt{1+2u_*}\pm\sqrt{u_*}\right)^2.$$

Because $b_-b_+=a^2$, we have $b_-<a<b_+$.

**No overshoot for $b\ge b_+$.** Now $Q$ has positive roots $k_1\le k_2$. At the start $Q(E)=E(a+u_*)>0$, so $E$ lies outside the interval between them. Their product is $k_1k_2=bE/V_*=bE^2/u_*>E^2$, since $b>a>u_*$. Hence $E<k_1$. At $k=k_1$ one has $k'=-k_1Y<0$, so $k$ cannot pass $k_1$. Then $X\ge Y/k_1>0$, and the velocity stays below its steady value.

**Overshoot for $b<b_+$.** Either $Q$ has no real roots, or $b\le b_-<a$ and all its coefficients are positive. In both cases $Q(k)\ge c(1+k^2)$ for $k\ge0$, with some $c>0$. Suppose $X$ stayed positive forever. By convergence $Y$ would eventually be less than $c$. Since $k\le(1+k^2)/2$, it would follow that

$$k'\ge\frac c2(1+k^2).$$

Thus $\arctan k$ would grow at least at the rate $c/2$, and $k$ would diverge in finite time, a contradiction. So $X$ reaches zero while $Y>0$. There $X'=-V_*Y<0$, and $V$ crosses above $V_*$. Since $b=1/r$, the criterion is proved.

It was tested by integrating the scaled balances for $E=0.5$, 2 and 4. With $1/r=0.9/r_c$ the relative excess over the steady velocity was above $10^{-9}$; with $1/r=1.1/r_c$ it was below $10^{-10}$.

In the example $r_c=0.093$: overshoot does not require energy relaxation to be much slower than momentum relaxation. The very small ratios need care, however. Let $\theta=x-mv^2/2$ be the change in thermal energy. Subtracting the drift contribution from the energy balance gives

$$\frac{d\theta}{dt}=mv^2\nu-\frac{x}{\tau_w}
=-\frac{\theta}{\tau_w}+mv^2\left(\nu-\frac{1}{2\tau_w}\right).$$

For $r\ge1/2$ the last term is nonnegative, because $\nu\ge1/\tau_p$, and the electrons never become colder than the lattice. For $r<1/2$ they initially do, which is a defect of the closure for this heating process.

The condition $r_c=1/2$ means $\sqrt{1+2u_*}=\sqrt2-\sqrt{u_*}$. Squaring gives $u_*+2\sqrt2\sqrt{u_*}-1=0$, so $\sqrt{u_*}=\sqrt3-\sqrt2$ and $u_*=5-2\sqrt6=0.101$. Above this value, reached at 8.3 kV/cm for the example's $\mu_0$ and $v_s$, every ratio $r\ge1/2$ gives some overshoot. Near the threshold it is far too small to matter: for $r=1/2$ the relative excess is about $4\times10^{-11}$ at 9 kV/cm, $10^{-4}$ at 12 kV/cm and $10^{-2}$ at 20 kV/cm.

## Slow energy relaxation makes it large

Now let $r\to\infty$ at fixed $E$, and set $\varepsilon=E^2/r$. At first $V\approx E(1-e^{-s})$. Inserting this into the energy equation and neglecting energy loss gives $u\approx\varepsilon(s-1+e^{-s})$. After several momentum relaxation times, $u\approx\varepsilon(s-1)$.

Write $V=E(1-e^{-s})+V_1$. To leading order at these times,

$$V_1'=-V_1-E\varepsilon(s-1),\qquad V_1\approx-E\varepsilon(s-2).$$

The omitted transient in $V_1$ is smaller by powers of $e^{-s}$, apart from powers of $s$. Therefore

$$\frac VE\approx1-e^{-s}-\varepsilon(s-2).$$

The maximum is at $e^{-s}=\varepsilon$, or $t\approx\tau_p\ln(1/\varepsilon)$. Using $E/V_*=1+u_*$,

$$\frac{v_{\rm peak}}{v_*}\approx(1+u_*)\left[1-\varepsilon\left(\ln\frac1\varepsilon-1\right)\right].$$

The limit is $1+u_*$, the factor by which heating finally increases scattering. For $E=2$ and $r=1000$ the formula gives 2.515 and integration gives 2.516. The example has $\varepsilon=0.79$, too large for this expansion.

With $\mu_0$, $v_s$, $\tau_p$ and $F$ fixed, the computed peak-to-steady ratios are 1.14, 1.28, 1.68, 2.04 and 2.34 for $r=0.5$, 1, 5, 20 and 100. Here $W$ changes with $\tau_w$, which keeps the steady velocity the same.

After the peak in the slow-energy limit, momentum follows its target: $V\approx E/(1+u)$. With $\sigma=t/\tau_w$,

$$\frac{du}{d\sigma}=\frac{E^2-u-u^2}{1+u}=\frac{(u_*-u)(1+u_*+u)}{1+u}.$$

Separate the variables and use

$$\frac{1+u}{(u_*-u)(1+u_*+u)}=\frac{1}{1+2u_*}\left[\frac{1+u_*}{u_*-u}-\frac{u_*}{1+u_*+u}\right].$$

Integration from $u=0$ gives

$$\frac{t}{\tau_w}=\frac{(1+u_*)\ln\dfrac{u_*}{u_*-u}-u_*\ln\left(1+\dfrac{u}{1+u_*}\right)}{1+2u_*}.$$

The velocity thus declines on the energy relaxation scale. For the example's moderate $r$ the formula is only rough, because it puts the velocity at its target throughout. In the full equations the velocity lies below the target before the peak, which delays the heating, and above it afterwards, which gradually makes up the delay: for $x=0.080$ eV it gives 0.17 ps, whereas the full equations reach that energy at 0.20 ps, and for the peak's $x=0.0388$ eV it gives 0.05 ps instead of 0.094 ps. At $x=0.11$ eV both give 0.47 ps, and closer to the steady state the full equations are slightly ahead.

## What this means for a silicon channel

The parameters are rough typical values for electrons in a silicon inversion channel at 300 K. The peak is 1.69 times the steady velocity. After the peak, the velocity falls to within 5% of its steady value at about 0.45 ps, counted from the field step, when the mean displacement is 44 nm. Over the first 20 nm the mean velocity, $20\ \text{nm}/0.1876\ \text{ps}$, is 1.37 times the steady one; over 100 nm the factor is 1.10. These factors are smaller than the peak ratio because they include the initial acceleration and the later decline. They are not predictions of drain current, which also depends on carrier injection and density.

The assumption most plainly broken in a transistor is the sudden, uniform field: carriers meet a field that rises along their path. As a substitute in time, a linear rise over 0.3 ps lowers the ratio to 1.50, and a rise over 1 ps lowers it to 1.16. This does not include diffusion or heat flow along the channel. Changing $\tau_w$ to 0.2 or 0.4 ps, with the steady velocity curve fixed, gives 1.58 or 1.77. Masses of 0.19 and $0.315\,m_0$, at fixed $\mu_0$ and $\tau_w$, give 1.77 and 1.64. At 400 K, assuming $\mu_0\propto T^{-1.5}$ with $v_s$ and $\tau_w$ held fixed, the ratio is 1.50.

Other omissions can be sized separately. For a nonparabolicity of 0.5 eV$^{-1}$ and a three-dimensional Maxwellian with the same gain of thermal energy, the ratio of mean momentum to mean velocity rises above its 300 K value by about 4% at the peak and 17% in the steady state. For $5\times10^{12}$ electrons/cm² in one twofold subband of in-plane mass $0.19\,m_0$, the occupation at the band bottom is 0.70 at 300 K, so the initial population is degenerate. For the next estimates, define an electron temperature $T_e$ by setting the mean kinetic energy without drift equal to $\tfrac32k_BT_e$, with $T_e=300$ K at the start; the steady state then has $T_e\approx1170$ K. The collision width $\hbar\nu$ is 0.43 of $k_BT_e$ at the start and 0.28 of it in the steady state, so the semiclassical description is approximate.

The creation of electron-hole pairs is less important here. If the steady distribution were a three-dimensional Maxwellian at $T_e$, about $6\times10^{-5}$ of the electrons would have energies above the 1.12 eV gap, where impact ionization could begin. This fraction depends on the assumed distribution: if the same energy gain stayed in the single two-dimensional subband above, the temperature would be about 1620 K and the fraction about $4\times10^{-4}$. A triangular-barrier estimate, with mass $m$ and the gap as barrier height, gives a band-to-band tunnelling factor $e^{-S}$ with $S$ roughly 800 for the channel field, and roughly 50 for the vertical field of 0.77 MV/cm due to the inversion charge. Stronger fields would require these estimates to be repeated. The numerical output gives the time course and the remaining values.

## Values computed for the example and the checks

```
mobility 400 cm2/Vs, v_sat 1.0e+07 cm/s, T 300 K
mass 0.26 m0, tau_w 0.3 ps, field 50 kV/cm
tau_p 0.05913 ps, tau_w/tau_p 5.074
W 0.0750 eV, E 2.000, V* 0.7808, u* 1.5616
steady: v 0.7808 e7 cm/s, x 0.1171 eV
tau_p in steady state 0.0231 ps
critical tau_w/tau_p 0.0929
u* above which all r>=1/2 overshoot 0.1010, field 8.34 kV/cm
step 1, h 0.02 ps: x_mid 0.000000 eV, v 0.57394 e7 cm/s, x 0.002822 eV
step 2, h 0.02 ps: x_mid 0.005552 eV, v 0.96634 e7 cm/s, x 0.010122 eV
h 0.02 ps: largest error of v 9.12e-03 e7 cm/s
h 0.01 ps: largest error of v 2.26e-03 e7 cm/s
h 0.005 ps: largest error of v 5.64e-04 e7 cm/s
h 0.0025 ps: largest error of v 1.41e-04 e7 cm/s
huge-step error factor -0.6096
t 0.02 ps: v 0.5721 e7 cm/s, x 0.0030 eV
t 0.05 ps: v 1.0953 e7 cm/s, x 0.0151 eV
t 0.10 ps: v 1.3158 e7 cm/s, x 0.0418 eV
t 0.20 ps: v 1.0365 e7 cm/s, x 0.0799 eV
t 0.50 ps: v 0.8103 e7 cm/s, x 0.1111 eV
t 1.00 ps: v 0.7824 e7 cm/s, x 0.1168 eV
t 2.00 ps: v 0.7808 e7 cm/s, x 0.1171 eV
peak: t 0.0943 ps, v 1.3183 e7 cm/s, x 0.0388 eV
peak/steady 1.6884, slow-energy limit 2.5616
distance at peak 8.73 nm
within 5% of steady: t 0.455 ps, distance 43.9 nm
length 20 nm: transit 0.1876 ps, mean v/steady 1.366
length 50 nm: transit 0.5293 ps, mean v/steady 1.210
length 100 nm: transit 1.1644 ps, mean v/steady 1.100
tau_w/tau_p 0.5: peak/steady 1.1365
tau_w/tau_p 1: peak/steady 1.2759
tau_w/tau_p 2: peak/steady 1.4427
tau_w/tau_p 5: peak/steady 1.6845
tau_w/tau_p 20: peak/steady 2.0380
tau_w/tau_p 100: peak/steady 2.3361, formula 2.3342
tau_w/tau_p 1000: peak/steady 2.5160, formula 2.5152
field rise 0.1 ps: peak/steady 1.6742
field rise 0.3 ps: peak/steady 1.4995
field rise 1.0 ps: peak/steady 1.1553
mass 0.19 m0: peak 1.3837 e7 cm/s, ratio 1.7722
mass 0.315 m0: peak 1.2781 e7 cm/s, ratio 1.6369
tau_w 0.2 ps: peak 1.2335 e7 cm/s, ratio 1.5799
tau_w 0.4 ps: peak 1.3783 e7 cm/s, ratio 1.7653
400 K, mobility ~ T^-1.5: peak 1.0310 e7 cm/s, ratio 1.5016
electron temperature: peak 501 K, steady 1171 K
nonparabolic mass rise (0.5/eV): peak 3.9 %, steady 11.7 %
Maxwell tail above gap 1.12 eV, steady: 5.9e-05
band-bottom occupation, 5e+12 /cm2, 300 K: 0.70
band-bottom occupation, 5e+12 /cm2, steady: 0.27
hbar/tau_p over kT: start 0.43, steady 0.28
band-to-band exponent, channel field 0.05 MV/cm: 826
band-to-band exponent, vertical field 0.77 MV/cm: 53
```
